# Photoelectron circular dichroism of randomly oriented molecules in the electric dipole approximation

## What symmetry allows

Circular light travelling along $+z$ ionizes molecules whose orientations are random. One photon is absorbed. In the electric dipole approximation the light enters only through its polarization vector $\mathbf e$, and the one-photon rate is linear in the products $e_ie_j^*$. Let $\mathbf n$ be the direction of the detected electron. After the orientation average no other direction is left, so the rate must be a rotational scalar built from $e_ie_j^*$ and $\mathbf n$:

$$I(\mathbf n)=a\,|\mathbf e|^2+b\,|\mathbf e\cdot\mathbf n|^2+c\,i(\mathbf e\times\mathbf e^*)\cdot\mathbf n .$$

The vector $i\,\mathbf e\times\mathbf e^*$ is the spin direction of the light. It is axial, whereas $\mathbf n$ is polar, so the last product changes sign under reflection. The rate does not, if light and molecule are reflected together. Hence $c$ must be a pseudoscalar of the molecule: opposite for the two enantiomers, zero for an achiral molecule. For circular light this term is proportional to $\cos\theta=P_1(\cos\theta)$, where $\theta$ is the angle between $\mathbf n$ and $z$. No magnetic dipole is needed, because the detected momentum supplies the polar vector. It remains to find $c$.

## Assumptions and the amplitude

The nuclei are fixed, spin-orbit coupling is neglected, and neither the electron spin nor the orientation of the ion is observed. Atomic units are used. In the molecular frame the electron leaves with momentum $\mathbf k=k\mathbf u$, $|\mathbf u|=1$, and

$$\mathbf D(\mathbf u)=\langle\psi_{\mathbf k}^{(-)}|\mathbf r|\phi\rangle .$$

Here $\phi$ is the initial orbital and $\psi_{\mathbf k}^{(-)}$ the continuum state with incoming scattered waves, as required for an electron detected with momentum $\mathbf k$. For many electrons $\mathbf D$ is the matrix element of the total dipole for a given ion state; the angular argument is unchanged.

Let the rotation $R$ turn molecular-frame components into laboratory components. The amplitude is $\mathbf e\cdot R\mathbf D(\mathbf u)$ with $\mathbf u=R^{-1}\mathbf n$, so

$$I(\mathbf n)=\int dR\,\left|\mathbf e\cdot R\mathbf D(R^{-1}\mathbf n)\right|^2,\qquad \int dR=1 .$$

Common factors are omitted, since they do not affect the shape.

## The orientation average

Group the orientations by the value of $\mathbf u=R^{-1}\mathbf n$. For uniformly distributed $R$, the vector $\mathbf u$ is uniform on the sphere. At fixed $\mathbf u$ the remaining freedom is a rotation about $\mathbf n$.

Put $\mathbf V=R\mathbf D$ and split it into a part along $\mathbf n$ and two circular components perpendicular to it. A rotation by $\gamma$ about $\mathbf n$ multiplies these three parts by $1$, $e^{-i\gamma}$ and $e^{i\gamma}$. Averaging over $\gamma$ removes all cross products and leaves three squared moduli. The averaged tensor therefore has three coefficients:

$$\overline{V_iV_j^*}=A\,\delta_{ij}+B\,n_in_j+C\,\epsilon_{ijl}n_l .$$

Three contractions determine them:

- Setting $i=j$ and summing gives $3A+B=|\mathbf D|^2$.
- Contracting with $n_in_j$ gives $A+B=|\mathbf u\cdot\mathbf D|^2$, because $\mathbf n\cdot R\mathbf D=\mathbf u\cdot\mathbf D$.
- Contracting with $\epsilon_{ijm}n_m$ gives $2C=\mathbf n\cdot(\mathbf V\times\mathbf V^*)=\mathbf u\cdot(\mathbf D\times\mathbf D^*)$, because $\epsilon_{ijm}\epsilon_{ijl}=2\delta_{ml}$.

Subtracting the second relation from the first gives $2A=|\mathbf D|^2-|\mathbf u\cdot\mathbf D|^2$, and then

$$B=\tfrac12\left(3|\mathbf u\cdot\mathbf D|^2-|\mathbf D|^2\right).$$

With $\mathbf D=\mathbf a+i\mathbf b$ and real $\mathbf a,\mathbf b$,

$$\mathbf D\times\mathbf D^*=-i\,\mathbf a\times\mathbf b+i\,\mathbf b\times\mathbf a=-2i\,\mathbf a\times\mathbf b,$$

so $C=-i\,\mathbf u\cdot(\mathrm{Re}\,\mathbf D\times\mathrm{Im}\,\mathbf D)$. Write $\langle\cdots\rangle$ for the average over $\mathbf u$. Contracting the tensor with $e_ie_j^*$ yields

$$I(\mathbf n)=\langle A\rangle|\mathbf e|^2+\langle B\rangle|\mathbf e\cdot\mathbf n|^2+\langle C\rangle(\mathbf e\times\mathbf e^*)\cdot\mathbf n .$$

## Circular and linear light

For helicity $\pm1$ take $\mathbf e_\pm=\mp(\hat{\mathbf x}\pm i\hat{\mathbf y})/\sqrt2$. Then $|\mathbf e_\pm\cdot\mathbf n|^2=\tfrac12\sin^2\theta$ and

$$\mathbf e_\pm\times\mathbf e_\pm^*=\tfrac12(\hat{\mathbf x}\pm i\hat{\mathbf y})\times(\hat{\mathbf x}\mp i\hat{\mathbf y})=\mp i\,\hat{\mathbf z}.$$

Define

$$\chi=\langle\mathbf u\cdot(\mathrm{Re}\,\mathbf D\times\mathrm{Im}\,\mathbf D)\rangle .$$

The last term of $I$ is $(\mp i)(-i\chi)\cos\theta=\mp\chi\cos\theta$. Since $\sin^2\theta=\tfrac23(1-P_2)$,

$$I_\pm(\theta)=\left\langle A+\tfrac13B\right\rangle\mp\chi P_1-\tfrac13\langle B\rangle P_2 .$$

The first coefficient is $\langle|\mathbf D|^2\rangle/3$. Dividing by it gives

$$I_\pm\propto1+b_1^\pm P_1+b_2P_2,$$

$$b_1^\pm=\mp\frac{3\chi}{\langle|\mathbf D|^2\rangle},\qquad b_2=-\frac12\left(\frac{3\langle|\mathbf u\cdot\mathbf D|^2\rangle}{\langle|\mathbf D|^2\rangle}-1\right).$$

No Legendre polynomial beyond $P_2$ occurs.

For linear light along $z$ the cross product vanishes and $|\mathbf e\cdot\mathbf n|^2=\cos^2\theta=\tfrac13(1+2P_2)$. The distribution is $1+\beta P_2$ with $\beta=2\langle B\rangle/\langle|\mathbf D|^2\rangle=-2b_2$.

The integral of $P_1$ over all directions is zero, so the total yield does not depend on helicity in this approximation. The fluxes into the two hemispheres do whenever $\chi\ne0$. Because $\int_0^1x\,dx=\tfrac12$,

$$\frac{F-B_{\rm back}}{F+B_{\rm back}}=\frac{b_1}{2},$$

where $F$ and $B_{\rm back}$ are the forward and backward fluxes; $P_2$ contributes nothing to either.

The triple product involves only the part $\mathbf D_\perp$ perpendicular to $\mathbf u$. From $|\mathbf a_\perp\times\mathbf b_\perp|\le\tfrac12(|\mathbf a_\perp|^2+|\mathbf b_\perp|^2)$ follows

$$|b_1|\le\frac32\,\frac{\langle|\mathbf D_\perp|^2\rangle}{\langle|\mathbf D|^2\rangle}\le\frac32 .$$

## Mirror planes and other improper operations

Let $g$ be a symmetry operation of the molecule, acting on functions by $(T_g\psi)(\mathbf r)=\psi(g^{-1}\mathbf r)$. It turns the continuum state for $\mathbf k$ into that for $g\mathbf k$. A nondegenerate orbital is reproduced up to a phase, $T_g\phi=e^{i\lambda}\phi$. Substituting $\mathbf r=g\mathbf r'$ in the integral,

$$\mathbf D(g\mathbf u)=e^{-i\lambda}\langle T_g\psi_{\mathbf k}^{(-)}|\mathbf r|T_g\phi\rangle=e^{-i\lambda}g\,\mathbf D(\mathbf u).$$

The phase cancels in $\mathbf D\times\mathbf D^*$. For any three vectors, $g\mathbf p\cdot(g\mathbf q\times g\mathbf s)=\det g\;\mathbf p\cdot(\mathbf q\times\mathbf s)$. If $g$ is improper, $\det g=-1$, and the triple product at $g\mathbf u$ is minus that at $\mathbf u$. The average over the sphere is unchanged by the relabelling $\mathbf u\to g\mathbf u$, so $\chi=-\chi=0$.

A mirror plane is thus sufficient, but so is an inversion centre or an improper rotation axis. If $g$ instead carries the molecule into its enantiomer, the same calculation gives $\chi\to-\chi$.

For a degenerate level, $T_g$ mixes the components $\phi_a$ by a unitary matrix, and $\mathbf D_a(g\mathbf u)=\sum_bW_{ab}\,g\mathbf D_b(\mathbf u)$ with $W$ unitary. Unitarity gives $\sum_a\mathbf D_a\times\mathbf D_a^*$ the transformation law used above. The sum over equally populated components therefore has no $P_1$ term, although a single component may have one. A degenerate set of final ion states must be summed in the same way.

Fixed nuclei also matter here. A planar molecule vibrating out of its plane can pass through chiral geometries, but a geometry and its mirror image are equally probable and their contributions to $\chi$ cancel.

## The partial-wave form

Put $f_q=\mathbf e_q\cdot\mathbf D$ for $q=0,\pm1$, with $\mathbf e_0=\hat{\mathbf z}$ and all vectors in the molecular frame, and expand $f_q(\mathbf u)=\sum_{lm}f_{lmq}Y_{lm}(\mathbf u)$. With $Q=R^{-1}$ we have $Q\mathbf e_p=\sum_q\mathbf e_q\mathcal D^1_{qp}(Q)$, so the intensity for polarization $p$ is the average over $Q$ of

$$\sum f_{lmq}f^*_{l'm'q'}\,\mathcal D^1_{qp}\mathcal D^{1*}_{q'p}\,Y_{lm}(\mathbf u)Y^*_{l'm'}(\mathbf u),\qquad\mathbf u=Q\mathbf n .$$

Three identities reduce it. First, $\mathcal D^{1*}_{q'p}=(-1)^{q'-p}\mathcal D^1_{-q',-p}$. Second, with $M=m'-m$,

$$Y_{lm}Y^*_{l'm'}=(-1)^{m'}\sum_L\sqrt{\tfrac{(2l+1)(2l'+1)(2L+1)}{4\pi}}\begin{pmatrix}l&l'&L\\0&0&0\end{pmatrix}\begin{pmatrix}l&l'&L\\m&-m'&M\end{pmatrix}Y^*_{LM}.$$

Third, $Y^*_{LM}(Q\mathbf n)=\sum_N\mathcal D^L_{MN}(Q)Y^*_{LN}(\mathbf n)$. The average of three rotation matrices is a product of two $3j$ symbols,

$$\int dQ\,\mathcal D^1_{qp}\mathcal D^1_{-q',-p}\mathcal D^L_{MN}=\begin{pmatrix}1&1&L\\q&-q'&M\end{pmatrix}\begin{pmatrix}1&1&L\\p&-p&N\end{pmatrix},$$

which forces $N=0$. Using $Y_{L0}=\sqrt{(2L+1)/4\pi}\,P_L$, the coefficient of $P_L$ is

$$\frac{2L+1}{4\pi}\sum(-1)^{m'+q'+p}\sqrt{(2l+1)(2l'+1)}\,f_{lmq}f^*_{l'm'q'}\begin{pmatrix}l&l'&L\\0&0&0\end{pmatrix}\begin{pmatrix}l&l'&L\\m&-m'&M\end{pmatrix}\begin{pmatrix}1&1&L\\q&-q'&M\end{pmatrix}\begin{pmatrix}1&1&L\\p&-p&0\end{pmatrix}.$$

The last symbol requires $L\le2$. Exchanging its first two columns multiplies it by $(-1)^L$, so the $L=1$ term is odd in $p$ and absent for $p=0$. The first symbol requires $l+l'+L$ to be even. For $L=1$ this leaves $l'=l\pm1$: the asymmetry is interference between neighbouring partial waves of opposite parity.

## Why the electron must feel a noncentral potential

Replace the continuum state by a plane wave. With $\tilde\phi(\mathbf k)=\int e^{-i\mathbf k\cdot\mathbf r}\phi\,d^3r$, differentiation under the integral gives $\mathbf D=i\nabla_{\mathbf k}\tilde\phi$, and

$$\mathbf D\times\mathbf D^*=\nabla_{\mathbf k}\tilde\phi\times\nabla_{\mathbf k}\tilde\phi^*=\nabla_{\mathbf k}\times(\tilde\phi\,\nabla_{\mathbf k}\tilde\phi^*).$$

The average of $\mathbf u\cdot(\mathbf D\times\mathbf D^*)$ is the flux of a curl through the closed sphere $|\mathbf k|=k$. By Stokes' theorem it is zero. A chiral orbital alone gives no $P_1$ term.

Scattering by a central potential does not change this. With the origin at its centre, the continuum state depends on directions only through $\mathbf u\cdot\hat{\mathbf r}$, so for some function $h$

$$\mathbf D(\mathbf u)=\int h(r,\mathbf u\cdot\hat{\mathbf r})\,\mathbf r\,\phi(\mathbf r)\,d^3r .$$

Insert this twice and average over $\mathbf u$ first:

$$\langle\mathbf u\cdot(\mathbf D\times\mathbf D^*)\rangle=\iint\phi(\mathbf r)\phi^*(\mathbf r')\,(\mathbf r\times\mathbf r')\cdot\mathbf w\,d^3r\,d^3r',\qquad\mathbf w=\langle\mathbf u\,h(r,\mathbf u\cdot\hat{\mathbf r})\,h^*(r',\mathbf u\cdot\hat{\mathbf r}')\rangle .$$

Reflecting $\mathbf u$ in the plane of $\mathbf r$ and $\mathbf r'$ leaves both cosines unchanged and reverses the component of $\mathbf u$ normal to that plane. Hence $\mathbf w$ lies in the plane, $(\mathbf r\times\mathbf r')\cdot\mathbf w=0$, and $\chi=0$ for every orbital, whatever the phase shifts. If $\phi$ is not orthogonal to the continuum state, $\mathbf D$ depends on the origin of $\mathbf r$, and an origin away from the centre can produce a spurious $P_1$ term.

For orthogonal states, a $P_1$ term therefore requires that the outgoing electron feel a noncentral potential. In the model below it is scattered by several separated wells.

## A model that can be solved

Take one electron and four zero-range wells at $\mathbf R_j$. Near well $j$ every state must behave as a constant times $1/r_j-\alpha_j$, where $r_j=|\mathbf r-\mathbf R_j|$. Away from the wells the electron is free. The model has no Coulomb tail, so it describes photodetachment; the angular derivation is the same.

Write $R_{ij}$ for the distance between wells. The bound state is $\phi=\sum_jc_je^{-\kappa r_j}/r_j$. Near well $j$ its constant part is $-\kappa c_j+\sum_{i\ne j}c_ie^{-\kappa R_{ij}}/R_{ij}$, which must equal $-\alpha_jc_j$:

$$(\alpha_j-\kappa)c_j+\sum_{i\ne j}\frac{e^{-\kappa R_{ij}}}{R_{ij}}c_i=0 .$$

The same step for $\psi_{\mathbf k}^{(-)}=e^{i\mathbf k\cdot\mathbf r}+\sum_jA_je^{-ikr_j}/r_j$ gives

$$(\alpha_j-ik)A_j+\sum_{i\ne j}\frac{e^{-ikR_{ij}}}{R_{ij}}A_i=-e^{i\mathbf k\cdot\mathbf R_j}.$$

Let $s=k^2+\kappa^2$. The functions $e^{ikr}/4\pi r$ and $e^{-\kappa r}/4\pi r$ are the Green functions of $-\nabla^2-k^2$ and $-\nabla^2+\kappa^2$. Partial fractions of the product of the two inverses give, with $\mathbf d=\mathbf R_j-\mathbf R_i$,

$$S_{ij}=\int\frac{e^{ikr_i}}{r_i}\frac{e^{-\kappa r_j}}{r_j}d^3r=\frac{4\pi}{s}\,\frac{e^{ikd}-e^{-\kappa d}}{d},\qquad S_{ii}=\frac{4\pi}{\kappa-ik}.$$

Since $(\mathbf r-\mathbf R_j)e^{-\kappa r_j}/r_j=-\kappa^{-1}\nabla e^{-\kappa r_j}$ and $e^{-\kappa r}=-\partial_\kappa(e^{-\kappa r}/r)$, the same integral with the extra factor $\mathbf r-\mathbf R_j$ is $\mathbf V_{ij}=-\kappa^{-1}\nabla_{\mathbf d}\,\partial_\kappa S_{ij}$, with $\mathbf V_{ii}=0$ by symmetry. The plane-wave part follows from $i\nabla_{\mathbf k}(4\pi e^{-i\mathbf k\cdot\mathbf R_j}/s)$. Altogether

$$\mathbf D=\sum_jc_j\left\{4\pi e^{-i\mathbf k\cdot\mathbf R_j}\left[\frac{\mathbf R_j}{s}-\frac{2i\mathbf k}{s^2}\right]+\sum_iA_i^*\left(\mathbf R_jS_{ij}+\mathbf V_{ij}\right)\right\}.$$

## Numbers for a twisted chain

The wells form a chain with bonds of 2.0 bohr and bond angles of 110°. The dihedral angle is 90°: looking from well 2 towards well 3, the bond to well 4 is turned clockwise from the bond to well 1. In order, $\alpha_j=0.5,0.6,0.7,0.4$ bohr$^{-1}$. The ground state has $\kappa=0.80334$ bohr$^{-1}$ and binding energy $\kappa^2/2=0.3227$ hartree. At $k=0.70$ the kinetic energy is 0.2450 hartree (6.67 eV), so the photon energy is $0.3227+0.2450=0.5677$ hartree (15.45 eV).

The averages are $\langle|\mathbf D|^2\rangle=18.4596$, $\langle|\mathbf u\cdot\mathbf D|^2\rangle=15.2145$ and $\chi=-0.055493$, all in bohr$^5$. For helicity $+1$,

$$b_1=\frac{3\times0.055493}{18.4596}=0.00902,\qquad b_2=-\frac12\left(\frac{3\times15.2145}{18.4596}-1\right)=-0.7363 .$$

A direct numerical average over orientations gives the same $b_1$ to the printed digits, the opposite value for helicity $-1$, and $P_3$ and $P_4$ coefficients at rounding level. The forward excess is $b_1/2=0.45\%$ of the total flux.

The perpendicular share of $\langle|\mathbf D|^2\rangle$ is $1-15.2145/18.4596=0.176$, so the bound derived above is $0.264$. The actual value is far smaller. About the centroid, the partial-wave pairs $(l,l')=(0,1)$, $(1,2)$, $(2,3)$, $(3,4)$ contribute $0.0260$, $-0.0229$, $0.0062$ and $-0.0003$ to $b_1$. This division depends on the origin. Because the initial and final states are orthogonal, a constant added to $\mathbf r$ contributes nothing, and a shift only multiplies $\mathbf D$ by a direction-dependent phase, which mixes partial waves but cancels in $\chi$.

**Dihedral angle.** At 0° and 180° the chain is planar and $b_1$ vanishes. In between it is $0.0363$ at 60°, $0.0090$ at 90° and $-0.0231$ at 120°. By continuity it passes through zero at a twisted, chiral geometry. A zero of $b_1$ at one energy therefore does not prove that a molecule is achiral.

**Other symmetries.** Six wells with an inversion centre, and eight with an $S_4$ axis but no mirror plane, give zero to rounding. In a pyramid of three equal wells ($\alpha=1.0$ bohr$^{-1}$, side 2.0 bohr) and a different apex ($\alpha=0.7$ bohr$^{-1}$, 1.8 bohr above the centre of the base), at $k=0.70$, one circular component of a degenerate level has $|b_1|=0.0427$, while the sum over the pair vanishes.

**Plane wave.** For the twisted chain with a plane-wave final state and $\mathbf r$ measured from the centroid, the local quantity $3|\mathbf u\cdot(\mathrm{Re}\,\mathbf D\times\mathrm{Im}\,\mathbf D)|/\langle|\mathbf D|^2\rangle$ exceeds $0.23$ in some directions, yet its signed average is zero to rounding.

## Dependence on energy

At 90° the asymmetry at $k=0.2$ (0.54 eV) is much larger than at $k=0.7$: $b_1=0.298$, a forward excess of 15%. It is $0.0023$ at $k=0.8$ and $-0.0021$ at $k=1.0$. Between these two momenta it passes through zero, and at $k=1.2$ it is $-0.0030$, so its magnitude does not fall steadily.

At threshold the asymmetry vanishes in this model. At $k=0$ the equations for $A_j$ are real and independent of direction, so $\mathbf D$ tends to a real constant $\mathbf D_0$, if the matrix is not singular there. For this chain it is not, although its eigenvalue of smallest magnitude is only $-0.016$ bohr$^{-1}$. To first order $\mathrm{Im}\,\mathbf D=k(\mathbf E+T\mathbf u)$ with a real vector $\mathbf E$ and a real matrix $T$. Then

$$\chi=k\langle\mathbf u\cdot(\mathbf D_0\times\mathbf E)\rangle+k\langle\mathbf u\cdot(\mathbf D_0\times T\mathbf u)\rangle+O(k^2).$$

The first average is zero because $\langle\mathbf u\rangle=0$; the second is a constant. Thus $b_1=O(k)$ when $\mathbf D_0\ne0$, and $b_2\to0$ because $\langle|\mathbf u\cdot\mathbf D_0|^2\rangle=|\mathbf D_0|^2/3$. The small value $b_2=-0.033$ at $k=0.2$ should not be read as the approach to this limit: at $k=0.1$ $b_2$ is $-0.147$, larger in magnitude. It has a minimum of about $-0.156$ near $k=0.12$, and only below that does it shrink steadily to zero as $k\to0$. For this chain the linear law is $b_1\approx-6.9\,k$, accurate to about 3% at $k=0.02$ and opposite in sign to the value at $k=0.2$. The argument needs a short-range potential and does not cover an electron leaving a positive ion.

## Beyond the stated conditions

If the molecules are partly aligned or oriented, the average over $R$ is no longer uniform and the three-coefficient tensor does not apply. If retardation is kept, the photon direction $\hat{\mathbf z}$ becomes available, and the true scalar $\hat{\mathbf z}\cdot\mathbf n$ permits a $P_1$ term even for achiral targets. The difference between helicities remains a chiral signal: reflection in the plane containing $\hat{\mathbf z}$ and $\mathbf n$ preserves both directions but exchanges the helicities, so a randomly oriented achiral target gives $I_+=I_-$ when the interactions conserve parity. The numerical output below lists the values used here, except those for $k$ below 0.2, which follow from the same equations.

## Computed results

```
bond length 2.0 bohr, bond angle 110 deg, dihedral 90 deg
well parameters alpha (1/bohr): 0.5 0.6 0.7 0.4
bound decay constant kappa = 0.80334 1/bohr
binding energy = 0.32268 hartree
normalised bound coefficients c_j (bohr^-1/2): 0.07325 0.16330 0.24244 0.07051
electron momentum k = 0.70 a.u.
electron kinetic energy = 0.2450 hartree = 6.667 eV
photon energy = 0.56768 hartree = 15.447 eV
mean |D|^2 = 18.45957 bohr^5
mean k.(Re D x Im D) = -0.055493 bohr^5
mean |k.D|^2 = 15.21451 bohr^5
b1 (helicity +1), vector formula = 0.0090185
b1 (helicity +1), orientation average = 0.0090185
b1 (helicity -1), orientation average = -0.0090185
b1 (helicity +1), partial waves to l = 8: 0.0090185
b2 (circular) = -0.736311; beta (linear) = 1.472622
largest |P3|,|P4| coefficient, orientation average = 1.2e-15
(forward - backward)/total, helicity +1 = 0.4509 percent
b1 part from l = 0 and 1: 0.0260204
b1 part from l = 1 and 2: -0.0228759
b1 part from l = 2 and 3: 0.0061666
b1 part from l = 3 and 4: -0.0003008
b1 of the mirror-image molecule = -0.0090185
length-velocity relative mismatch = 8.3e-16
dihedral   0 deg: b1 = 0.000000, b2 = -0.715621
dihedral  30 deg: b1 = 0.027854, b2 = -0.717650
dihedral  60 deg: b1 = 0.036342, b2 = -0.726754
dihedral  90 deg: b1 = 0.009019, b2 = -0.736311
dihedral 120 deg: b1 = -0.023094, b2 = -0.732086
dihedral 150 deg: b1 = -0.023707, b2 = -0.721210
dihedral 180 deg: b1 = -0.000000, b2 = -0.716343
k = 0.2 a.u. (0.54 eV): b1 = 0.297639, b2 = -0.033482
k = 0.4 a.u. (2.18 eV): b1 = 0.175492, b2 = -0.281630
k = 0.6 a.u. (4.90 eV): b1 = 0.025349, b2 = -0.669284
k = 0.8 a.u. (8.71 eV): b1 = 0.002311, b2 = -0.773004
k = 1.0 a.u. (13.61 eV): b1 = -0.002052, b2 = -0.809197
k = 1.2 a.u. (19.59 eV): b1 = -0.003028, b2 = -0.827749
|b1| with inversion centre (6 wells) = 2.7e-17
|b1| with S4 axis, no mirror plane (8 wells) = 2.1e-16
C3v degenerate pair, |b1| of one circular component = 0.042680
C3v degenerate pair, |b1| of the sum = 1.9e-16
plane wave: largest 3|k.(Re D x Im D)|/mean|D|^2 = 0.23474
plane wave: |b1| = 1.1e-16
```
